# Why long-range correlation in helium converges fast in angular momentum: a program that tests the result

```python
# Result under test: with the interaction erf(mu r12)/r12 the partial-wave
# energy increments of helium fall faster than any power of l, whereas 1/r12
# gives l^-4.  For an orbital tail exp(-kappa r) the large-l law is
#   ln|E_l| ~ -3 2^(1/3) (kappa l/mu)^(2/3)   (stretched exponential),
# and for a Gaussian orbital exp(-alpha r^2) it is geometric with ratio
#   exp(-2 arccosh(1 + alpha/mu^2)).
# Symbols (atomic units): mu = range parameter, l = angular momentum of both
# electrons in an S pair, u = radial Hartree-Fock orbital, J = its Hartree
# potential, E_l = second-order energy with H0 = sum of (h + J).
# Grid coefficients are c_i = sqrt(weight_i) u(r_i).
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import Legendre, leggauss, legvander
from scipy.linalg import eigh
from scipy.special import erf, ive, logsumexp
from scipy.integrate import quad
from pyscf import gto, scf

KMAX = 12
EDGES = [0, 0.4, 1.0, 1.8, 2.8, 4.2, 6.2, 9.0, 13.0, 18.0]


def radial_grid(n):
    """Finite-element Lobatto grid; returns r, weights, matrix of -d2/dr2."""
    p = Legendre.basis(n - 1)
    x = np.concatenate([[-1.0], np.sort(p.deriv().roots().real), [1.0]])
    px = p(x)
    wx = 2 / (n * (n - 1) * px**2)
    d = np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            if i != j:
                d[i, j] = px[i] / (px[j] * (x[i] - x[j]))
    d[0, 0], d[-1, -1] = -n * (n - 1) / 4, n * (n - 1) / 4
    size = (n - 1) * (len(EDGES) - 1) + 1
    r, w, k = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e in range(len(EDGES) - 1):
        a, b = EDGES[e], EDGES[e + 1]
        part = slice(e * (n - 1), e * (n - 1) + n)
        r[part] = a + (x + 1) * (b - a) / 2
        w[part] += wx * (b - a) / 2
        k[part, part] += d.T @ (wx[:, None] * d) * 2 / (b - a)
    r, w, k = r[1:-1], w[1:-1], k[1:-1, 1:-1]
    return r, w, k / np.sqrt(np.outer(w, w))


def coulomb_kernel(r, w, k2, k):
    """Multipole k of 1/r12 from the radial Poisson equation."""
    inv = np.linalg.inv(k2 + np.diag(k * (k + 1) / r**2))
    rr = np.outer(r, r)
    return ((2 * k + 1) * inv / (rr * np.sqrt(np.outer(w, w)))
            + (rr / EDGES[-1]**2)**k / EDGES[-1])


def erf_kernels(r1, r2, mu, kmax, nx=160):
    """Legendre coefficients of erf(mu r12)/r12 by angular quadrature."""
    x, wx = leggauss(nx)
    r12 = np.sqrt((r1**2 + r2**2)[..., None] - 2 * (r1 * r2)[..., None] * x)
    values = erf(mu * r12) / r12
    proj = legvander(x, kmax) * wx[:, None] * (2 * np.arange(kmax + 1) + 1) / 2
    return np.moveaxis(values @ proj, -1, 0)


def hartree_fock(r, w, k2):
    v0 = coulomb_kernel(r, w, k2, 0)
    j = np.zeros_like(r)
    for _ in range(80):
        eps, vec = np.linalg.eigh(k2 / 2 + np.diag(-2 / r + j))
        c = vec[:, 0]
        j_new = v0 @ c**2
        change = np.max(abs(j_new - j))
        j = 0.3 * j + 0.7 * j_new
        if change < 1e-12:
            break
    assert change < 1e-9
    return c * np.sign(c.sum()), eps[0], j


def orbitals(r, k2, j, l):
    return np.linalg.eigh(k2 / 2 + np.diag(l * (l + 1) / (2 * r**2) - 2 / r + j))


def second_order(c, e1, orb, w_l, l):
    """Energy increment and first-order pair function of channel l."""
    eps, vec = orb
    source = vec.T @ (np.outer(c, c) * w_l) @ vec
    amp = -source / (eps[:, None] + eps[None, :] - 2 * e1)
    return np.sum(source * amp) / (2 * l + 1), vec @ amp @ vec.T


r, w, k2 = radial_grid(10)
c, e1, j_hf = hartree_fock(r, w, k2)
kappa = np.sqrt(-2 * e1)
e_hf = 2 * e1 - np.sum(c**2 * j_hf)
mol = gto.M(atom='He 0 0 0', basis='cc-pv5z', verbose=0)
e_hf_gauss = scf.RHF(mol).kernel()
assert abs(e_hf - e_hf_gauss) < 1e-4   # finite Gaussian basis limits this

# cusp-free short-range pair function: (r f)'' = erf(mu r)
rs, ms = sp.symbols('r mu', positive=True)
f = (rs * sp.erf(ms * rs) / 2 + sp.exp(-ms**2 * rs**2) / (2 * sp.sqrt(sp.pi) * ms)
     + sp.erf(ms * rs) / (4 * ms**2 * rs))
assert sp.simplify(sp.diff(rs * f, rs, 2) - sp.erf(ms * rs)) == 0
ser = sp.expand(sp.series(f, rs, 0, 4).removeO())
assert sp.simplify(ser.coeff(rs, 1)) == 0 and sp.simplify(ser.coeff(rs, 3)) == 0
assert sp.simplify(ser.coeff(rs, 2) - ms / (3 * sp.sqrt(sp.pi))) == 0

# Bessel integral for a multipole against direct angular projection
ra, rb, lt = 1.0, 1.4, 6


def bessel_integrand(t):
    z = 2 * t * t * ra * rb
    return np.exp(-t * t * (ra - rb)**2) * np.sqrt(np.pi / (2 * z)) * ive(lt + 0.5, z)


w_bessel = (2 * lt + 1) * 2 / np.sqrt(np.pi) * quad(
    bessel_integrand, 1e-8, 1.0, epsabs=1e-14, epsrel=1e-11)[0]
w_direct = erf_kernels(np.array(ra), np.array(rb), 1.0, lt)[lt]
assert abs(w_bessel / w_direct - 1) < 1e-7

# second-order increments
mus = [0.5, 1.0, 2.0, 4.0, np.inf]
r1, r2 = np.meshgrid(r, r, indexing='ij')
kernels = {m: erf_kernels(r1, r2, m, KMAX) for m in mus[:-1]}
kernels[np.inf] = np.array([coulomb_kernel(r, w, k2, k) for k in range(KMAX + 1)])
orbs = [orbitals(r, k2, j_hf, l) for l in range(11)]
inc, pair = {}, {}
for m in mus:
    for l in range(1, 11):
        inc[m, l], pair[m, l] = second_order(c, e1, orbs[l], kernels[m][l], l)


def ratio(m, l):
    return inc[m, l + 1] / inc[m, l]


def power(m, l):
    return -np.log(ratio(m, l)) / np.log((l + 1.5) / (l + 0.5))


for m in mus[:-1]:
    assert power(m, 9) > power(m, 3)
assert power(1.0, 9) > 8 and abs(power(np.inf, 9) - 4) < 0.3

# finer radial grid for the hardest, Coulomb, case
rf, wf, kf = radial_grid(13)
cf, ef, jf = hartree_fock(rf, wf, kf)
grid_change = {}
for l in (1, 10):
    fine = second_order(cf, ef, orbitals(rf, kf, jf, l),
                        coulomb_kernel(rf, wf, kf, l), l)[0]
    grid_change[l] = abs(inc[np.inf, l] / fine - 1)
    assert grid_change[l] < 1e-2

# angular amplitude of the pair function on the shell r1 = r2
node = np.argmin(abs(r - 1.0))
shell = {m: pair[m, 10][node, node] / c[node]**2 for m in (1.0, np.inf)}
cusp_amp = -2 * r[node] / (19 * 23)    # amplitude of r12/2 for l = 10
assert abs(shell[np.inf] / cusp_amp - 1) < 0.08
assert abs(shell[1.0] / cusp_amp) < 0.1


# ridge formula covering the power law and its cutoff
def ridge_increment(l, m):
    lam = l + 0.5
    x, wx = leggauss(100)
    th = np.pi * x / 2
    arg = lam / (m * r) if np.isfinite(m) else np.zeros_like(r)
    s = 8 / (3 * np.pi) * (np.exp(-arg[:, None]**2 / (2 * np.cos(th)**2))
                           * np.cos(th)**4) @ (wx * np.pi / 2)
    return -3 / 8 / lam**4 * np.sum(c**4 / w * r * s)


ridge = {m: inc[m, 10] / ridge_increment(10, m) for m in (1.0, 2.0, 4.0, np.inf)}
assert abs(ridge[np.inf] - 1) < 0.05 and abs(ridge[4.0] - 1) < 0.15


# large-l logarithm of the source norm, by quadrature in mean radius,
# radial separation and Gaussian exponent parameter
def log_norm(l, m, log_u, r_star):
    x, wx = leggauss(80)
    y, wy = leggauss(30)
    q, wq = leggauss(40)
    mean, sep, t = r_star * (1 + 0.3 * x), 4 * y / m, m * (0.9 + 0.1 * q)
    a = mean[:, None] + sep[None, :] / 2
    b = mean[:, None] - sep[None, :] / 2
    z = 2 * (a * b)[..., None] * t**2
    g = np.exp(-t**2 * sep[None, :, None]**2) * np.sqrt(np.pi / (2 * z))
    w_l = (2 * l + 1) * 2 / np.sqrt(np.pi) * (g * ive(l + 0.5, z)) @ (wq * 0.1 * m)
    with np.errstate(divide='ignore'):
        logs = 2 * np.log(w_l) + 2 * (log_u(a) + log_u(b))
    logs = logs + np.log(np.outer(wx * 0.3 * r_star, wy * 4 / m))
    return logsumexp(logs) - np.log(2 * l + 1)


la, lb = 500, 2000
tail = [log_norm(l, 1.0, lambda s: np.log(s) - kappa * s,
                 ((l + 0.5)**2 / (4 * kappa))**(1 / 3)) for l in (la, lb)]
slope_num = (tail[1] - tail[0]) / ((lb + 0.5)**(2 / 3) - (la + 0.5)**(2 / 3))
slope_law = -3 * 2**(1 / 3) * kappa**(2 / 3)
assert abs(slope_num / slope_law - 1) < 0.02   # residual from subleading terms

alpha, ga, gb = 0.3, 400, 800
cosh_arg = 1 + alpha
gauss = [log_norm(l, 1.0, lambda s: np.log(s) - alpha * s * s,
                  np.sqrt(l / np.sqrt(cosh_arg**2 - 1) / 2)) for l in (ga, gb)]
q_num = np.exp((gauss[1] - gauss[0]) / (gb - ga))
q_law = np.exp(-2 * np.arccosh(cosh_arg))
assert abs(q_num / q_law - 1) < 0.02           # algebraic prefactor remains

# configuration interaction in all (l,l) pair channels up to lmax
xg, wg = leggauss(40)
pl = legvander(xg, KMAX)


def ci_energy(lmax, one_body, kern):
    nl = lmax + 1
    norm = np.sqrt(2 * np.arange(nl) + 1)
    ang = np.einsum('xa,xb,xk,x->abk', pl[:, :nl], pl[:, :nl], pl, wg / 2)
    ang *= norm[:, None, None] * norm[None, :, None]
    coupling = np.tensordot(ang, kern, axes=(2, 0))
    h = np.array([k2 / 2 + np.diag(l * (l + 1) / (2 * r**2) + one_body)
                  for l in range(nl)])
    vec = np.array([orbs[l][1] for l in range(nl)])
    vec_t = vec.transpose(0, 2, 1)
    eps = np.array([orbs[l][0] for l in range(nl)])
    den = eps[:, :, None] + eps[:, None, :] - 2 * e1 + 0.5
    trial = np.zeros((nl, len(r), len(r)))
    trial[0] = np.outer(c, c)
    basis, images = [], []
    for _ in range(45):
        t = trial.ravel()
        for _ in range(2):
            for b in basis:
                t = t - (b @ t) * b
        t = t / np.linalg.norm(t)
        p = t.reshape(trial.shape)
        hp = h @ p + p @ h
        for a in range(nl):
            hp[a] += np.sum(coupling[a] * p, axis=0)
        basis.append(t)
        images.append(hp.ravel())
        bm, im = np.array(basis), np.array(images)
        g = bm @ im.T
        val, v = np.linalg.eigh((g + g.T) / 2)
        res = v[:, 0] @ im - val[0] * (v[:, 0] @ bm)
        if np.linalg.norm(res) < 1e-7:
            break
        trial = vec @ ((vec_t @ res.reshape(trial.shape) @ vec) / den) @ vec_t
    assert np.linalg.norm(res) < 1e-6
    return val[0]


ci = {}
for m in (1.0, 2.0, np.inf):
    j_mu = kernels[m][0] @ c**2
    ci[m] = [ci_energy(l, -2 / r + j_hf - j_mu, kernels[m]) for l in range(6)]
ci_inc = {m: np.diff(ci[m]) for m in ci}
ci_power = {m: -np.log(ci_inc[m][4] / ci_inc[m][3]) / np.log(5.5 / 4.5) for m in ci}
assert ci_power[1.0] > ci_power[np.inf] + 2

# independent Gaussian-basis diagonalization for helium with erf(r12)/r12
shells = ([[0, [0.12 * 2.6**k, 1.0]] for k in range(10)]
          + [[1, [0.25 * 2.2**k, 1.0]] for k in range(5)]
          + [[2, [0.35 * 2.2**k, 1.0]] for k in range(4)])
mol = gto.M(atom='He 0 0 0', basis={'He': shells}, verbose=0)
sval, svec = np.linalg.eigh(mol.intor('int1e_ovlp'))
orth = svec @ np.diag(sval**-0.5) @ svec.T
h1 = orth @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ orth
with mol.with_range_coulomb(1.0):
    eri = mol.intor('int2e', aosym='s1').reshape((len(h1),) * 4)
for _ in range(4):
    eri = np.tensordot(eri, orth, axes=(0, 0))
e_gauss = []
for n in (10, 25, 45):
    ham = eri[:n, :n, :n, :n].transpose(0, 2, 1, 3).reshape(n * n, n * n)
    ham = ham + np.kron(h1[:n, :n], np.eye(n)) + np.kron(np.eye(n), h1[:n, :n])
    e_gauss.append(eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0])
e_grid = [ci_energy(l, -2 / r, kernels[1.0]) for l in range(3)]
d_gauss, d_grid = np.diff(e_gauss), np.diff(e_grid)
assert abs(e_gauss[0] - e_grid[0]) < 3e-4      # finite Gaussian s basis
assert np.all(abs(d_gauss / d_grid - 1) < 0.05)


def name(m):
    return 'Coulomb' if np.isinf(m) else f'mu={m:g}'


print('All mu in bohr^-1, energies in hartree')
print(f'HF energy, grid: {e_hf:.6f} hartree')
print(f'HF energy, cc-pV5Z: {e_hf_gauss:.6f} hartree')
print(f'1s orbital energy: {e1:.6f} hartree')
print(f'tail constant kappa: {kappa:.4f} bohr^-1')
print('Second-order increments E_l in hartree')
print('  l ' + ' '.join(f'{name(m):>10}' for m in mus))
for l in range(1, 11):
    print(f'{l:3d} ' + ' '.join(f'{inc[m, l]:10.3e}' for m in mus))
print('Ratios E_(l+1)/E_l at l=2, 5, 9 and power at l=9 to 10')
for m in mus:
    print(f'{name(m):>8}: ' + ' '.join(f'{ratio(m, l):.4f}' for l in (2, 5, 9))
          + f'  power {power(m, 9):.2f}')
print('CI increments l=1..5 in hartree; power at l=4 to 5')
for m in ci:
    print(f'{name(m):>8}: ' + ' '.join(f'{v:.2e}' for v in ci_inc[m])
          + f'  {ci_power[m]:.2f}')
print(f'Coulomb CI energy, l up to 5: {ci[np.inf][5]:.5f} hartree')
print('E_10 divided by ridge formula (no unit)')
print('  ' + ', '.join(f'{name(m)}: {v:.3f}' for m, v in ridge.items()))
print(f'Shell radius for pair function: {r[node]:.4f} bohr')
print(f'l=10 amplitude, cusp r12/2: {cusp_amp:.3e} (no unit)')
print(f'l=10 amplitude, Coulomb pair: {shell[np.inf]:.3e} (no unit)')
print(f'l=10 amplitude, mu=1 pair: {shell[1.0]:.3e} (no unit)')
print(f'Exponential tail, mu=1, l={la} to {lb}:')
print(f'  slope in l^(2/3): {slope_num:.4f}, law {slope_law:.4f} (no unit)')
print(f'Gaussian alpha={alpha} bohr^-2, mu=1, l={ga} to {gb}:')
print(f'  ratio per l: {q_num:.5f}, law {q_law:.5f} (no unit)')
print('He with erf(r12)/r12, p and d CI increments in hartree')
print(f'  Gaussian basis: {d_gauss[0]:.4e}, {d_gauss[1]:.4e}')
print(f'  radial grid:    {d_grid[0]:.4e}, {d_grid[1]:.4e}')
print('Coulomb relative grid change, l=1 and 10 (no unit)')
print(f'  {grid_change[1]:.1e}, {grid_change[10]:.1e}')
print('no test failed')
```

It prints:

```
All mu in bohr^-1, energies in hartree
HF energy, grid: -2.861680 hartree
HF energy, cc-pV5Z: -2.861625 hartree
1s orbital energy: -0.917956 hartree
tail constant kappa: 1.3550 bohr^-1
Second-order increments E_l in hartree
  l     mu=0.5       mu=1       mu=2       mu=4    Coulomb
  1 -4.186e-04 -3.659e-03 -1.181e-02 -1.948e-02 -2.480e-02
  2 -4.850e-06 -1.425e-04 -9.411e-04 -2.261e-03 -3.676e-03
  3 -1.145e-07 -1.025e-05 -1.332e-04 -4.682e-04 -1.016e-03
  4 -4.037e-09 -1.022e-06 -2.522e-05 -1.288e-04 -3.828e-04
  5 -1.868e-10 -1.264e-07 -5.736e-06 -4.211e-05 -1.744e-04
  6 -1.058e-11 -1.825e-08 -1.484e-06 -1.549e-05 -9.029e-05
  7 -7.024e-13 -2.972e-09 -4.232e-07 -6.211e-06 -5.126e-05
  8 -5.305e-14 -5.326e-10 -1.302e-07 -2.661e-06 -3.119e-05
  9 -4.465e-15 -1.034e-10 -4.265e-08 -1.202e-06 -2.004e-05
 10 -4.121e-16 -2.145e-11 -1.471e-08 -5.671e-07 -1.344e-05
Ratios E_(l+1)/E_l at l=2, 5, 9 and power at l=9 to 10
  mu=0.5: 0.0236 0.0566 0.0923  power 23.81
    mu=1: 0.0719 0.1444 0.2075  power 15.71
    mu=2: 0.1415 0.2588 0.3449  power 10.64
    mu=4: 0.2071 0.3679 0.4717  power 7.51
 Coulomb: 0.2763 0.5177 0.6710  power 3.99
CI increments l=1..5 in hartree; power at l=4 to 5
    mu=1: -3.51e-03 -8.89e-05 -4.79e-06 -3.67e-07 -3.50e-08  11.71
    mu=2: -1.09e-02 -5.83e-04 -6.69e-05 -1.07e-05 -2.10e-06  8.13
 Coulomb: -2.15e-02 -2.25e-03 -5.54e-04 -1.97e-04 -8.71e-05  4.08
Coulomb CI energy, l up to 5: -2.90361 hartree
E_10 divided by ridge formula (no unit)
  mu=1: 0.995, mu=2: 0.946, mu=4: 0.961, Coulomb: 0.986
Shell radius for pair function: 1.0000 bohr
l=10 amplitude, cusp r12/2: -4.577e-03 (no unit)
l=10 amplitude, Coulomb pair: -4.507e-03 (no unit)
l=10 amplitude, mu=1 pair: -2.585e-10 (no unit)
Exponential tail, mu=1, l=500 to 2000:
  slope in l^(2/3): -4.6282, law -4.6282 (no unit)
Gaussian alpha=0.3 bohr^-2, mu=1, l=400 to 800:
  ratio per l: 0.21990, law 0.22028 (no unit)
He with erf(r12)/r12, p and d CI increments in hartree
  Gaussian basis: -2.5660e-03, -5.4795e-05
  radial grid:    -2.5665e-03, -5.4800e-05
Coulomb relative grid change, l=1 and 10 (no unit)
  4.8e-07, 2.1e-03
no test failed
```
